# Critical nucleus on a square lattice at zero temperature

## Problem

Atoms are deposited on a flat terrace whose adsorption sites form a square lattice. They stay in one layer, at most one atom per site. Two atoms on neighbouring sites form a bond that lowers the energy by $\phi$; there are no other lateral interactions. The energy of an isolated adatom is taken as zero, so the bonding to the substrate, which is the same for every atom, drops out.

The terrace exchanges atoms with a reservoir of chemical potential $\mu$. The driving force $D>0$ is the excess of $\mu$ over the value $\mu_c$ at which the growing layer neither gains nor loses by taking up atoms. The ratio is fixed at $\phi=2.5\,D$. The limit of zero temperature is taken at constant $D$, so that energy alone decides which route a growing island follows.

How many atoms does the critical nucleus contain, and how much work does it cost to form it on the bare terrace? Here the critical nucleus is the configuration at the highest point of the route that keeps this highest point as low as possible. It is not the first island that happens to be locally stable.

The algebra holds in atomic units and contains no physical constants. For numbers, take the round values $\phi=0.30$ eV, $D=0.12$ eV and a spacing of 2.6 angstrom between neighbouring sites.

## First estimate by scaling

A square island with $L$ atoms on a side gains an energy $L^2D$ from the driving force. Its boundary has $4L$ lattice edges. Each edge is one side of a missing bond, and since a bond is shared by two atoms, an edge costs $\phi/2$. The work of formation is therefore

$$
G(L)\simeq 4L\,\frac{\phi}{2}-L^2D=2\phi L-L^2D .
$$

If $L$ is treated as continuous, the maximum follows from $2\phi-2LD=0$:

$$
L_0=\frac{\phi}{D}=2.5,\qquad n_0=L_0^2=6.25,\qquad
G_0=\frac{\phi^2}{D}=6.25\,D=0.75\ \text{eV}.
$$

The estimate points to a nucleus of about six atoms. But no island has 6.25 atoms or a side of 2.5 atoms, and one extra bond is worth more than the driving force on two atoms. The discrete problem has to be solved.

## Exact solution

**Work of formation.** Growth of a large layer proceeds by adding atoms at kinks, where an atom finds two lateral neighbours. The energy change is $-2\phi$, so $\mu_c=-2\phi$ and $\mu=-2\phi+D$. For $n$ atoms with $B$ bonds,

$$
G=-\phi B-\mu n=\phi(2n-B)-nD .
$$

Now count the four sides of all atoms. A bond uses two sides, and each remaining side is an edge of the perimeter $P$. Hence $4n=2B+P$, or $2n-B=P/2$, and

$$
G=\frac{\phi}{2}P-nD. \tag{1}
$$

At given $n$ the least work belongs to the least perimeter.

**Lower bound on the perimeter.** Let the atoms occupy $r$ different rows and $c$ different columns. Each occupied row has a left end and a right end, which contribute at least two edges. Each occupied column likewise contributes at least two. Therefore $P\ge 2(r+c)$. The atoms also fit into the $rc$ crossings of these rows and columns, so $n\le rc$. From

$$
(r+c)^2=(r-c)^2+4rc\ge 4n
$$

and the fact that $r+c$ is an integer, it follows that

$$
P\ge 2\lceil 2\sqrt n\,\rceil , \tag{2}
$$

where $\lceil x\rceil$ is the smallest integer not below $x$. The atoms were not assumed to be connected, so the bound also covers several separate islands with $n$ atoms in total.

**The bound is reached.** An added atom with $b$ occupied neighbours creates $4-b$ edges and removes $b$, so

$$
\Delta P=4-2b,\qquad \Delta G=\phi(2-b)-D. \tag{3}
$$

The first atom placed on a straight side has $b=1$ and raises $P$ by 2. The next atoms, placed beside it in the same row, have $b=2$ and leave $P$ unchanged.

Build the island from a $k\times k$ square by adding a row on one side, which gives a $k\times(k+1)$ rectangle, and then a row on a long side, which gives the next square. There are two cases.

- For $k^2<n\le k(k+1)$ the perimeter is $2(2k+1)$. Here $4k^2<4n\le4k^2+4k<(2k+1)^2$, so $\lceil2\sqrt n\,\rceil=2k+1$.
- For $k(k+1)<n\le(k+1)^2$ the perimeter is $2(2k+2)$. Here $4n\ge4k^2+4k+4>(2k+1)^2$ and $4n\le(2k+2)^2$, so $\lceil2\sqrt n\,\rceil=2k+2$.

Starting from a single atom, these cases cover every $n$. The bound (2) is thus attained at every size, by islands that follow from one another through the addition of single atoms. The least work is

$$
W(n)=\phi\lceil2\sqrt n\,\rceil-nD
=D\left(2.5\,\lceil2\sqrt n\,\rceil-n\right). \tag{4}
$$

| $n$ | $P$ | $W/D$ | $W$ (eV) |
|---:|---:|---:|---:|
| 1 | 4 | 4.0 | 0.48 |
| 2 | 6 | 5.5 | 0.66 |
| 3 | 8 | 7.0 | 0.84 |
| 4 | 8 | 6.0 | 0.72 |
| 5 | 10 | 7.5 | 0.90 |
| 6 | 10 | 6.5 | 0.78 |
| 7 | 12 | 8.0 | 0.96 |
| 8 | 12 | 7.0 | 0.84 |
| 9 | 12 | 6.0 | 0.72 |
| 10 | 14 | 7.5 | 0.90 |
| 11 | 14 | 6.5 | 0.78 |

**Larger sizes.** The table alone does not exclude a higher value further on. Since $\lceil x\rceil<x+1$,

$$
\frac{W(n)}{D}<2.5+5\sqrt n-n .
$$

The derivative of the right-hand side, $5/(2\sqrt n)-1$, is negative for $n>6.25$. At $n=12$ the right-hand side is 7.82, so $W(n)<8D$ for all $n\ge12$. With the table, $n=7$ is the unique maximum of $W$.

**From the maximum to the barrier.** A maximum of the least work becomes a barrier through two statements. First, if the number of atoms changes by one at a time, every route from the bare terrace to a large island passes through $n=7$, where $G\ge W(7)=8D$. Moves of atoms at constant $n$ do not avoid this. Secondly, the nested islands above form a route that never exceeds $8D$. Hence the critical nucleus has **seven atoms**, and its work of formation is

$$
W(7)=6\phi-7D=15D-7D=8D=0.96\ \text{eV}=0.0353\ \text{hartree}.
$$

This work is counted from the bare terrace. A single adatom already costs $2\phi-D=4D$, so an existing adatom has another $4D=0.48$ eV to climb. The model contains no barriers for the hops of atoms between sites; these would affect rates but not the energies in (4).

## Which seven atoms?

Suppose that islands change only by attachment and detachment of single atoms. Just before the top, the route stands at six atoms with $G<8D$. By (1), $1.25P<14$, and since $P$ is even, $P\le10$. Then $r+c\le5$ while $rc\ge6$, so two rows and three columns (or the reverse) are occupied at all their crossings. A gap between the rows or columns would add edges beyond $2(r+c)=10$, which leaves only the full $2\times3$ rectangle. The seventh atom must be attached to it with one bond.

On a long side, the next atom can sit beside the seventh with two bonds, and $G$ falls to $7D$. The ninth completes the $3\times3$ square at $6D$. The nested route then leads on to large islands below $8D$. There are three positions on each of two long sides and two orientations of the rectangle, which gives 12 oriented shapes.

On a short side, the eighth atom completes a $2\times4$ rectangle, also at $7D$. Every further atom then has at most one neighbour and costs at least $\phi-D=1.5D$, which leads to $8.5D$. This branch is a dead end for the lowest route, although its seven-atom island has the same energy $8D$. The size of an island and its perimeter therefore do not by themselves tell whether it lies on the way to growth.

## Why the rows decide, and for which ratios

Completing a row on a side of $a$ atoms requires one atom with one bond and $a-1$ atoms with two bonds. By (3) the total change is

$$
(\phi-D)-(a-1)D=\phi-aD. \tag{5}
$$

For $\phi=2.5D$ this is $+0.5D$ for a row of two and $-0.5D$ for a row of three. The island becomes able to grow by whole rows once its new rows contain three atoms.

The same expression orders the local maxima of $W$. Each lies at the first atom of a new row. To go from one such maximum to the next, the island completes the row it has begun, gaining $(a-1)D$, and pays $\phi-D$ to start another; the change is again $\phi-aD$. The maxima at $n=3$, 5 and 7 are separated by rows of two atoms, and those at $n=7$, 10 and 13 by rows of three. They rise up to seven and fall afterwards whenever

$$
2<\frac{\phi}{D}<3 .
$$

Seven is therefore not tied to the particular value 2.5. At the lower end of the interval, sizes 3, 5 and 7 tie; at the upper end, 7, 10 and 13 tie.

For a general non-integer ratio $\kappa=\phi/D>1/2$, let $\ell=\lceil\kappa\rceil$. The last rise completes a row of $\ell-1$ atoms, and the highest point is the first atom on a long side of the $(\ell-1)\times\ell$ rectangle:

$$
n^*=\ell(\ell-1)+1,\qquad
W^*=2\ell\phi-n^*D. \tag{6}
$$

For $1/2<\kappa<1$, a strong driving force, this gives $n^*=1$: every attachment to an existing adatom lowers $G$. For $\kappa\le1/2$ even the first adatom costs no work, since $2\phi-D\le0$, and there is no barrier.

## Comparison of the two results

The estimate gave 6.25 atoms and $6.25D$; the exact solution gives 7 atoms and $8D$. The size is nearly right, but the barrier is too low by $1.75D=0.21$ eV, or 22% of the exact value.

To see where the difference comes from, write $\ell=\kappa+\delta$ with $0<\delta<1$ in (6):

$$
\begin{aligned}
\frac{W^*}{D}&=2\ell\kappa-\ell^2+\ell-1\\
&=(2\kappa^2+2\kappa\delta)-(\kappa^2+2\kappa\delta+\delta^2)+(\kappa+\delta)-1\\
&=\kappa^2+\kappa-(1-\delta+\delta^2).
\end{aligned}
$$

The first term is the continuum barrier. The second, which is $\phi$ in energy, is the leading correction for weak driving, $\kappa\gg1$. The bracket stays between $3/4$ and 1. For $\kappa=2.5$ and $\delta=0.5$ the three terms are $6.25+2.5-0.75=8$.

The relative correction falls off as $1/\kappa$, so the continuum barrier becomes good for large nuclei. The absolute difference does not vanish; at fixed $\phi$ it approaches one bond energy. This matters for rates, because a barrier enters them through its ratio to $k_BT$, not through its relative error.

## Reading the numbers for a real surface

The chosen parameters are round model values, not measured results. The critical nucleus fits into a square three atoms wide, 7.8 angstrom or 0.78 nm. At a growth temperature of 500 K, $k_BT=0.0431$ eV. For dilute adatoms, the supersaturation is $e^{D/k_BT}=16$ and the adatom coverage is $e^{-4D/k_BT}=1.5\times10^{-5}$ per site. In the zero-temperature solution, seven is critical from $D=0.10$ to 0.15 eV. At 500 K this width would correspond to a factor of $e^{0.05/0.0431}\approx3.2$ in coverage. The sum over shapes introduced below shifts the interval downward and narrows it, to about 0.096 to 0.128 eV, a factor of about 2. At fixed temperature, a moderate change of coverage can therefore change the critical size.

Growth at 500 K violates the assumption of zero temperature. Many shapes of the same size then contribute, and the work must be replaced by

$$
F(n)=-k_BT\ln\sum_{\text{shapes}}e^{-G/k_BT}.
$$

Summing over all connected islands, enumerated by computer up to ten atoms with translations not counted separately, gives $F(5)=0.81$, $F(7)=0.83$ and $F(10)=0.75$ eV. Seven remains the highest of the sizes up to ten, but $F(7)$ lies 0.13 eV below $W(7)$. Nearly all of this comes from the 22 oriented seven-atom shapes of least perimeter, since $k_BT\ln22=0.13$ eV. This is the free energy of all seven-atom islands, not the barrier that enters the rate. Only 12 of the 22 shapes are the gates found above. Eight are $2\times4$ rectangles lacking a corner, whose exit at $8.5D$ lies only 0.06 eV above the top, and two are $3\times3$ squares lacking opposite corners. How much each shape contributes to the rate depends on the kinetics. The lead over five atoms, about 0.02 eV, is smaller than $k_BT$. The top is therefore broad, and a sharp critical size is no longer a good description of the nucleation rate. With $\phi$ and $D$ held fixed, seven ceases to be the highest of these sizes at about 685 K.

Bonds between diagonal neighbours are also missing. Let each have energy $s\phi$, with $s\geq0$, and keep $D$ fixed. A large layer has two such bonds per atom, so an island with $B_2$ of them pays an additional $s\phi(2n-B_2)$. The best seven-atom gate has $B_2=6$, and a $3\times3$ square with one atom at the middle of a side has $B_2=10$. Their works are

$$
\frac{G_7}{D}=8+20s,\qquad \frac{G_{10}}{D}=7.5+25s ,
$$

which cross at $s=0.1$. A $3\times4$ rectangle with one atom at an inner position of a long side has $B_2=14$ and $G_{13}/D=7+30s$, which reaches the same value at $s=0.1$. Just above this threshold it is this 13-atom island, not the ten-atom one, that forms the highest point of the lowest route by single-atom steps. A numerical search over all occupations of a $4\times4$ window gives the same threshold, 0.03 eV, for another size to overtake seven in least work. At the chosen ratio $\phi=2.5D$, the critical size of seven thus requires diagonal attractions below about a tenth of the nearest-neighbour bond; other ratios have other thresholds. The barrier is less robust: it rises by $20sD$ as soon as $s>0$, and reaches $10D$ at the threshold. A real deposition experiment also prescribes flux and temperature rather than $D$; the driving force then has to be found from the adatom density. Even then, (6) gives the critical size only where thermal shape changes and diagonal bonds are negligible.
